# Can a uniform magnetic field form an image?: a program that tests the result

```python
"""
Result under test: in a uniform magnetic field B along z, electrons of one
kinetic energy E that leave a point at small angles to B meet again on the same
field line at the distance L = 2 pi p / B (atomic units), with magnification +1.

Symbols: p momentum, gamma = 1 + E/c^2, alpha launch angle to B,
w = x + i y transverse position. Formulas are evaluated in atomic units.
The tests integrate the relativistic Lorentz force in SI units, with
s = c * time (metres) as the variable and u = momentum / (m c).
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import solve_ivp, quad
from scipy.special import jn_zeros

# ---------- units ----------
BOHR = sc.physical_constants["Bohr radius"][0]
HARTREE_EV = sc.physical_constants["Hartree energy in eV"][0]
FIELD_AU = sc.physical_constants["atomic unit of mag. flux density"][0]
CURRENT_AU = sc.physical_constants["atomic unit of current"][0]
C_AU = 1.0 / sc.fine_structure
NM, MM = 1e-9, 1e-3

# ---------- example parameters (round values) ----------
energy_ev = 20000.0
field_t = 0.1
alpha = 5e-3
energy_error_ev = 1.0
field_error = 1e-3          # relative error of the whole field
field_rise = 1e-3           # relative rise of B over the distance L
stray_t = 1e-7              # transverse stray field
beam_radius = 1.0 * MM
beam_current = 1e-6

# ---------- derived formulas, atomic units ----------
E = energy_ev / HARTREE_EV
B = field_t / FIELD_AU
p = np.sqrt(2 * E + E**2 / C_AU**2)
gamma = 1 + E / C_AU**2
v = p / gamma
L_au = 2 * np.pi * p / B
period_au = 2 * np.pi * gamma / B
L = L_au * BOHR                              # metres
period_path = C_AU * period_au * BOHR        # c * period, metres
eps = E / C_AU**2
chromatic_factor = (1 + eps) / (2 + eps)


def spherical_miss(angle):
    return 0.5 * L * angle**3


def chromatic_miss(angle, error_ev):
    return L * angle * chromatic_factor * error_ev / energy_ev


def field_miss(angle, relative_error):
    return L * angle * abs(relative_error)


def drift_shift(force_au):
    """Sideways shift in metres after one turn under a weak constant force."""
    return force_au * L_au / (v * B) * BOHR


# ---------- independent road: Lorentz force in SI units ----------
def uniform_b(x, y, z):
    return 0.0, 0.0, field_t


def no_e(x, y, z):
    return 0.0, 0.0, 0.0


def fly(w0, angle, azimuth=0.0, kinetic_ev=energy_ev, plane=None, path=None,
        magnetic=uniform_b, electric=no_e):
    """Return (w, z) on reaching the plane z = plane, or after c*time = path."""
    rest_ev = sc.m_e * sc.c**2 / sc.e
    g0 = 1 + kinetic_ev / rest_ev
    u0 = np.sqrt(g0**2 - 1)
    start = [w0.real, w0.imag, 0.0,
             u0 * np.sin(angle) * np.cos(azimuth),
             u0 * np.sin(angle) * np.sin(azimuth),
             u0 * np.cos(angle)]
    k = -sc.e / (sc.m_e * sc.c**2)

    def rhs(s, q):
        x, y, z, ux, uy, uz = q
        g = np.sqrt(1 + ux * ux + uy * uy + uz * uz)
        bx, by, bz = magnetic(x, y, z)
        ex, ey, ez = electric(x, y, z)
        f = sc.c / g
        return [ux / g, uy / g, uz / g,
                k * (ex + f * (uy * bz - uz * by)),
                k * (ey + f * (uz * bx - ux * bz)),
                k * (ez + f * (ux * by - uy * bx))]

    nominal = 2 * np.pi * sc.m_e * sc.c / (sc.e * field_t)
    options = dict(method="DOP853", rtol=1e-12, atol=1e-15,
                   max_step=nominal / 40)
    if plane is None:
        sol = solve_ivp(rhs, (0, path), start, **options)
        assert sol.status == 0
    else:
        def reached(s, q):
            return q[2] - plane
        reached.terminal = True
        reached.direction = 1
        sol = solve_ivp(rhs, (0, 3 * nominal), start, events=reached, **options)
        assert sol.status == 1
    end = sol.y[:, -1]
    return end[0] + 1j * end[1], end[2]


# ---------- refocusing and magnification ----------
small = 1e-3
objects = [0.4 * MM - 0.3j * MM, -0.2 * MM + 0.5j * MM]
images, scatter = [], 0.0
for point in objects:
    ends = np.array([fly(point, small, a, plane=L)[0]
                     for a in (0.0, 1.6, 3.1, 4.7)])
    images.append(ends.mean())
    scatter = max(scatter, np.max(np.abs(ends - point)))
magnification = (images[1] - images[0]) / (objects[1] - objects[0])
assert scatter < 0.03 * NM
assert abs(magnification - 1) < 1e-6

# every angle returns after one period, but a steep ray does so at L cos(angle)
steep = np.radians(40.0)
w_steep, z_steep = fly(objects[0], steep, 0.7, path=period_path)
assert abs(w_steep - objects[0]) < 0.05 * NM
assert abs(z_steep / (L * np.cos(steep)) - 1) < 1e-8

# distance from the starting field line along the way
fractions = (0.25, 0.5, 0.75, 1.0)
distances = [abs(fly(0j, alpha, plane=f * L)[0]) for f in fractions]
widest = L * alpha / np.pi
assert abs(distances[1] / widest - 1) < 1e-4
assert min(distances[:3]) > 1000 * distances[3]

# rotating frame: harmonic motion with strength (B / 2p)^2, then turn back
kappa = 2 * np.pi / L
z_test = 0.37 * L
slope = np.tan(small) * np.exp(0.7j)
u_start = objects[0]
u_slope = slope - 0.5j * kappa * objects[0]
half_phase = 0.5 * kappa * z_test
u_end = (u_start * np.cos(half_phase)
         + u_slope / (0.5 * kappa) * np.sin(half_phase))
w_frame = u_end * np.exp(1j * half_phase)
w_direct = fly(objects[0], small, 0.7, plane=z_test)[0]
assert abs(w_frame - w_direct) < 0.05 * NM
w_transfer = objects[0] + slope * (np.exp(1j * kappa * z_test) - 1) / (1j * kappa)
assert abs(w_transfer - w_direct) < 0.05 * NM

# ---------- miss distances at the plane L ----------
assert abs(distances[3] / spherical_miss(alpha) - 1) < 2e-3
tiny = 5e-4
miss = abs(fly(0j, tiny, kinetic_ev=energy_ev + 20.0, plane=L)[0])
assert abs(miss / chromatic_miss(tiny, 20.0) - 1) < 3e-3
miss = abs(fly(0j, tiny, plane=L, magnetic=lambda x, y, z:
               (0.0, 0.0, field_t * (1 + field_error)))[0])
assert abs(miss / field_miss(tiny, field_error) - 1) < 3e-3


# ---------- slowly rising field: the image shrinks ----------
def rising_b(x, y, z):
    g = field_t * field_rise / L
    return -0.5 * g * x, -0.5 * g * y, field_t + g * z


image_plane = L * (np.sqrt(1 + 2 * field_rise) - 1) / field_rise
field_ratio = rising_b(0, 0, image_plane)[2] / field_t
gradient_shift = beam_radius * (1 - field_ratio**-0.5)
ends = np.array([fly(beam_radius + 0j, small, a, plane=image_plane,
                     magnetic=rising_b)[0] for a in (0.0, 1.6, 3.1, 4.7)])
assert np.max(np.abs(ends - ends.mean())) < 0.5 * NM
assert abs((beam_radius - abs(ends.mean())) / gradient_shift - 1) < 0.01

# ---------- stray transverse field: the image follows the field line ----------
stray_shift = L * stray_t / field_t
w_stray = fly(0j, 0.0, plane=L,
              magnetic=lambda x, y, z: (stray_t, 0.0, field_t))[0]
assert abs(w_stray - stray_shift) < 0.01 * stray_shift

# ---------- mean space charge of a uniform round beam ----------
I_au = beam_current / CURRENT_AU
R_au = beam_radius / BOHR
charge_shift = drift_shift(2 * I_au / (R_au * v * gamma**2))
speed = sc.c * v / C_AU
rho = -beam_current / (np.pi * beam_radius**2 * speed)


def beam_e(x, y, z):
    return rho * x / (2 * sc.epsilon_0), rho * y / (2 * sc.epsilon_0), 0.0


def beam_b(x, y, z):
    h = 0.5 * sc.mu_0 * rho * speed
    return -h * y, h * x, field_t


w_charge = fly(beam_radius + 0j, 0.0, plane=L, magnetic=beam_b,
               electric=beam_e)[0] - beam_radius
assert abs(abs(w_charge) / charge_shift - 1) < 0.01
assert abs(w_charge.real) < 0.05 * abs(w_charge.imag)

# size of the push from one neighbour at the mean spacing
spacing_au = (I_au / (np.pi * R_au**2 * v)) ** (-1 / 3)
pair_shift = drift_shift(1 / (spacing_au**2 * gamma**2))

# ---------- diffraction at a round aperture ----------
wavelength = 2 * np.pi / p * BOHR
airy = jn_zeros(1, 1)[0] / (2 * np.pi) * wavelength / alpha
phase = 2 * np.pi * alpha * airy / wavelength
amplitude = quad(lambda t: np.cos(t)**2 * np.cos(phase * np.sin(t)),
                 -np.pi / 2, np.pi / 2)[0]
assert abs(amplitude) < 1e-8

# ---------- acceleration from rest inside the gap, same B and final E ----------
gap = 2 * np.pi * E / (B * C_AU * np.arcsinh(p / C_AU)) * BOHR
gap_field = energy_ev / gap                   # V/m
w_gap = fly(0j, np.pi / 2, kinetic_ev=0.3, plane=gap,
            electric=lambda x, y, z: (0.0, 0.0, -gap_field))[0]
w_half = fly(0j, np.pi / 2, kinetic_ev=0.3, plane=gap / 4,
             electric=lambda x, y, z: (0.0, 0.0, -gap_field))[0]
assert abs(w_gap) < 0.5 * NM
assert abs(w_half) > 1000 * NM

# ---------- printed numbers ----------
print(f"kinetic energy: {energy_ev:.0f} eV")
print(f"magnetic field: {field_t:.3f} T")
print(f"launch angle alpha: {alpha * 1e3:.1f} mrad")
print(f"field in atomic units: {B:.4e}")
print(f"momentum in atomic units: {p:.4f}")
print(f"gamma: {gamma:.5f}")
print(f"speed / speed of light: {v / C_AU:.4f}")
print(f"cyclotron period: {period_path / sc.c * 1e9:.4f} ns")
print(f"image distance L: {L / MM:.3f} mm")
print(f"image distance L: {L / sc.angstrom:.4e} angstrom")
print(f"image distance L: {L_au:.4e} bohr")
print(f"magnification from traced rays: {abs(magnification):.6f}")
print(f"image rotation, size: {abs(np.degrees(np.angle(magnification))):.5f} deg")
print(f"largest miss of traced 1 mrad rays at L: {scatter / NM:.4f} nm")
print(f"40 degree ray: returns at z = {z_steep / MM:.3f} mm")
print("distance from the field line, traced ray at alpha:")
for f, d in zip(fractions, distances):
    print(f"  at z = {f:.2f} L: {d / NM:.2f} nm")
print(f"formula L alpha / pi at L/2: {widest / NM:.2f} nm")
print(f"spherical coefficient L/2: {L / 2 / MM:.3f} mm")
print(f"miss from angle, formula: {spherical_miss(alpha) / NM:.3f} nm")
print(f"chromatic factor (1+eps)/(2+eps): {chromatic_factor:.4f}")
print(f"energy error: {energy_error_ev:.1f} eV")
print(f"miss from energy error: {chromatic_miss(alpha, energy_error_ev) / NM:.3f} nm")
print("sizes of neglected effects:")
print(f"  whole-field error: {field_error * 100:.2f} percent")
print(f"  miss from it at alpha: {field_miss(alpha, field_error) / NM:.1f} nm")
print(f"  rise of B from object to L: {field_rise * 100:.2f} percent")
print(f"  field radius (object edge): {beam_radius / MM:.2f} mm")
print(f"  inward shift of edge point: {gradient_shift / NM:.1f} nm")
print(f"  stray transverse field: {stray_t * 1e6:.2f} microtesla")
print(f"  image shift from it: {stray_shift / NM:.1f} nm")
print(f"  beam current: {beam_current * 1e6:.2f} microampere")
print(f"  edge shift from mean space charge: {charge_shift / NM:.3f} nm")
print(f"  mean electron spacing: {spacing_au * BOHR / MM:.3f} mm")
print(f"  shift from one neighbour there: {pair_shift / NM:.3f} nm")
print(f"  electron wavelength: {wavelength / NM:.5f} nm")
print(f"  diffraction radius (first zero): {airy / NM:.3f} nm")
print("acceleration from rest in the gap, same B and final energy:")
print(f"  gap length for the first image: {gap / MM:.3f} mm")
print(f"  ratio gap / L: {gap / L:.4f}")
print(f"  electric field in the gap: {gap_field * 1e-8:.4f} MV/cm")
print("all assertions hold")
```

It prints:

```
kinetic energy: 20000 eV
magnetic field: 0.100 T
launch angle alpha: 5.0 mrad
field in atomic units: 4.2544e-07
momentum in atomic units: 38.7136
gamma: 1.03914
speed / speed of light: 0.2719
cyclotron period: 0.3712 ns
image distance L: 30.256 mm
image distance L: 3.0256e+08 angstrom
image distance L: 5.7175e+08 bohr
magnification from traced rays: 1.000000
image rotation, size: 0.00000 deg
largest miss of traced 1 mrad rays at L: 0.0151 nm
40 degree ray: returns at z = 23.177 mm
distance from the field line, traced ray at alpha:
  at z = 0.25 L: 34049.85 nm
  at z = 0.50 L: 48153.28 nm
  at z = 0.75 L: 34048.51 nm
  at z = 1.00 L: 1.89 nm
formula L alpha / pi at L/2: 48153.48 nm
spherical coefficient L/2: 15.128 mm
miss from angle, formula: 1.891 nm
chromatic factor (1+eps)/(2+eps): 0.5096
energy error: 1.0 eV
miss from energy error: 3.855 nm
sizes of neglected effects:
  whole-field error: 0.10 percent
  miss from it at alpha: 151.3 nm
  rise of B from object to L: 0.10 percent
  field radius (object edge): 1.00 mm
  inward shift of edge point: 499.4 nm
  stray transverse field: 0.10 microtesla
  image shift from it: 30.3 nm
  beam current: 1.00 microampere
  edge shift from mean space charge: 0.758 nm
  mean electron spacing: 0.345 mm
  shift from one neighbour there: 0.042 nm
  electron wavelength: 0.00859 nm
  diffraction radius (first zero): 1.048 nm
acceleration from rest in the gap, same B and final energy:
  gap length for the first image: 15.031 mm
  ratio gap / L: 0.4968
  electric field in the gap: 0.0133 MV/cm
all assertions hold
```
